# Magnetoelastic Bending of a Cantilever by a Quarter Turn of Magnetisation

## Result

**Theorem.** A thin isotropic magnetic film of thickness $t_f$ covers one face of an isotropic elastic strip of thickness $t_s$, Young modulus $E_s$ and Poisson ratio $\nu_s$. The strip bends freely. Let $\kappa_\parallel$ be its lengthwise curvature when the film is magnetised along the strip, and $\kappa_\perp$ the same lengthwise curvature when the film is magnetised across it, in the film plane. Then, to leading order in the film thickness,

$$\Delta\kappa=\kappa_\parallel-\kappa_\perp=\frac{6\,B\,t_f\,(1+\nu_s)}{E_s t_s^2}=\frac{3\,B\,t_f}{G_s t_s^2},\qquad G_s=\frac{E_s}{2(1+\nu_s)},$$

where $B$ is the magnetoelastic coefficient of the film.

The proportionality to $1+\nu_s$ is meant at fixed $E_s$. At fixed shear modulus $G_s$ the Poisson ratio drops out.

**Conventions.** The axis $x$ runs along the strip, $y$ across it, and $z$ from substrate to film, with $z=0$ at the substrate's mid-plane. The deflection is $w(x,y)$ and the curvatures are $\kappa_{ij}=\partial_i\partial_j w$. Positive curvature curls the strip towards the film. Repeated indices are summed.

**Assumptions.**

1. The film is uniformly magnetised in its plane, along the unit vector $\mathbf a$. Its coupling energy density is $f=B\,a_ia_j\varepsilon_{ij}$, with $\varepsilon_{ij}$ the strain.
2. The strip is thin compared with its length and width, and deflections are small. The in-plane strains are then $\varepsilon_{ij}=e_{ij}-z\kappa_{ij}$, with $e_{ij}$ the mid-plane strain, and the normal stress $\sigma_{zz}$ vanishes.
3. The film is thin: $t_f\ll t_s$ and $E_ft_f\ll E_st_s$, with $E_f$ the film's Young modulus.
4. No forces or moments act on the edges.
5. Temperature, and everything else except the direction of $\mathbf a$, is the same in both states.

## The film stress

**Lemma 1.** At fixed strain the magnetisation causes the film stress $\tau_{ij}=B\,a_ia_j$. A quarter turn from $x$ to $y$ moves the stress $B$ from $\tau_{xx}$ to $\tau_{yy}$ and leaves the trace unchanged.

*Proof.* Stress is the derivative of energy density with respect to strain, so $\tau_{ij}=\partial f/\partial\varepsilon_{ij}=Ba_ia_j$. For $\mathbf a$ along $x$ the one nonzero component is $\tau_{xx}=B$; for $\mathbf a$ along $y$ it is $\tau_{yy}=B$. The trace is $B$ in both cases. ∎

Positive $B$ means tension along the magnetisation, so a free piece of film would contract in that direction. To relate $B$ to the saturation magnetostriction $\lambda_s$, set the total stress of a free body to zero:

$$\lambda\,\delta_{ij}\varepsilon_{kk}+2G_f\varepsilon_{ij}+Ba_ia_j=0,$$

with $\lambda$ and $G_f$ the film's Lamé constant and shear modulus. For $\mathbf a$ along $x$, subtracting the $yy$ equation from the $xx$ equation removes the term in $\lambda$ and gives $\varepsilon_{xx}-\varepsilon_{yy}=-B/(2G_f)$. By definition this difference is $\tfrac32\lambda_s$, hence $\lambda_s=-B/(3G_f)$.

## The bending energy

**Lemma 2.** The bending energy of the substrate per unit area is

$$U_b=\frac D2\left[\kappa_{xx}^2+\kappa_{yy}^2+2\nu_s\kappa_{xx}\kappa_{yy}+2(1-\nu_s)\kappa_{xy}^2\right],\qquad D=\frac{E_st_s^3}{12(1-\nu_s^2)}.$$

*Proof.* With $\sigma_{zz}=0$, Hooke's law reads $E_s\varepsilon_{xx}=\sigma_{xx}-\nu_s\sigma_{yy}$ and $E_s\varepsilon_{yy}=\sigma_{yy}-\nu_s\sigma_{xx}$. Adding $\nu_s$ times the second to the first gives $E_s(\varepsilon_{xx}+\nu_s\varepsilon_{yy})=(1-\nu_s^2)\sigma_{xx}$. Therefore

$$\sigma_{xx}=\frac{E_s}{1-\nu_s^2}(\varepsilon_{xx}+\nu_s\varepsilon_{yy}),\qquad \sigma_{xy}=\frac{E_s}{1+\nu_s}\,\varepsilon_{xy},$$

and $\sigma_{yy}$ follows by exchanging $x$ and $y$. The energy density $\tfrac12(\sigma_{xx}\varepsilon_{xx}+\sigma_{yy}\varepsilon_{yy}+2\sigma_{xy}\varepsilon_{xy})$ becomes

$$\frac{E_s}{2(1-\nu_s^2)}\left[\varepsilon_{xx}^2+\varepsilon_{yy}^2+2\nu_s\varepsilon_{xx}\varepsilon_{yy}+2(1-\nu_s)\varepsilon_{xy}^2\right].$$

Insert $\varepsilon_{ij}=e_{ij}-z\kappa_{ij}$ and integrate from $-t_s/2$ to $t_s/2$. Terms linear in $z$ vanish, so stretching and bending separate. In the bending part $\int z^2dz=t_s^3/12$, which gives $U_b$. ∎

## Proof of the theorem

To leading order the film sits at $z=t_s/2$ and its own elastic energy is negligible. Its coupling energy per area is $t_f\tau_{ij}(e_{ij}-\tfrac12t_s\kappa_{ij})$. The part that depends on curvature is

$$U_b-\tfrac12t_ft_s\left(\tau_{xx}\kappa_{xx}+\tau_{yy}\kappa_{yy}+2\tau_{xy}\kappa_{xy}\right).$$

Setting its derivatives with respect to the three curvatures to zero gives

$$D(\kappa_{xx}+\nu_s\kappa_{yy})=\tfrac12t_ft_s\tau_{xx},\quad D(\kappa_{yy}+\nu_s\kappa_{xx})=\tfrac12t_ft_s\tau_{yy},\quad D(1-\nu_s)\kappa_{xy}=\tfrac12t_ft_s\tau_{xy}.$$

The solution is the same at every point. It belongs to the quadratic surface $w=\tfrac12\kappa_{ij}x_ix_j$, which a free strip can adopt, so the energy is minimised everywhere at once.

Subtract $\nu_s$ times the second equation from the first and use $D(1-\nu_s^2)=E_st_s^3/12$:

$$\kappa_{xx}=\frac{6t_f}{E_st_s^2}(\tau_{xx}-\nu_s\tau_{yy}).$$

For magnetisation along and across the strip this gives

$$\kappa_\parallel=\frac{6Bt_f}{E_st_s^2},\qquad \kappa_\perp=-\nu_s\frac{6Bt_f}{E_st_s^2}.$$

Their difference is the theorem. ∎

**Where $1+\nu_s$ comes from.** The 1 is the loss of direct bending along $x$. The $\nu_s$ comes from the second state: bending about the other axis produces an opposite lengthwise curvature. The three solutions combine into

$$\kappa_{ij}=\frac{6t_f}{E_st_s^2}\left[(1+\nu_s)\tau_{ij}-\nu_s\delta_{ij}\tau_{kk}\right].$$

A quarter turn leaves $\tau_{kk}$ unchanged, so the last term cancels. The crosswise curvature changes by $-\Delta\kappa$: the change of shape is a saddle, governed by the substrate's shear modulus. Any film stress that does not depend on the direction of $\mathbf a$ cancels as well.

The law was tested by numerically minimising the three-dimensional elastic energy of both layers, with in-plane strains linear in $z$ and the normal strain left free to relax. For $t_f/t_s=10^{-6}$ and $\nu_s=0$, $0.2$ and $0.45$, the curvature changes agreed with the theorem to better than 0.2%.

**Corollary (other angles).** If $\mathbf a$ makes an angle $\varphi$ with $x$, then

$$\kappa_{xx}(\varphi)-\kappa_{xx}(90^\circ)=\Delta\kappa\cos^2\varphi,\qquad \kappa_{xy}(\varphi)=\Delta\kappa\sin\varphi\cos\varphi.$$

*Proof.* Here $\tau_{xx}=B\cos^2\varphi$, $\tau_{xy}=B\sin\varphi\cos\varphi$ and $\tau_{kk}=B$. Insert these in the combined formula; the trace term cancels in the difference and is absent from the twist. ∎

If the magnetisation misses each intended axis by an angle $\delta$, the measured difference is multiplied by $\cos^2\delta-\sin^2\delta=\cos2\delta$.

## Films that are not thin

**Proposition 1.** Keep assumptions 1, 2, 4 and 5, but drop the thin-film condition. With $h=t_f/t_s$ and $g=G_f/G_s$,

$$\Delta\kappa=\frac{3Bt_f}{G_st_s^2}\;\frac{1+h}{1+4gh+6gh^2+4gh^3+g^2h^4}.$$

*Proof.* By linearity, the difference between the two states is driven by $\Delta\tau_{xx}=B$ and $\Delta\tau_{yy}=-B$. Try $\Delta\varepsilon_{xx}=-\Delta\varepsilon_{yy}=e-z\Delta\kappa$ and $\Delta\varepsilon_{zz}=0$. This strain has no trace, so the elastic stress is $2G$ times the strain in each layer, and $\sigma_{zz}=0$ holds.

Write $k=t_s\Delta\kappa$, $b=B/(2G_s)$ and $c=(1+h)/2$. In the film, $\int dz=ht_s$, $\int z\,dz=hc\,t_s^2$ and $\int z^2dz=(hc^2+h^3/12)t_s^3$. Zero total force and zero total moment require

$$(1+gh)e-ghc\,k+bh=0,$$

$$-\frac k{12}+ghc\,e-g\left(hc^2+\frac{h^3}{12}\right)k+bhc=0.$$

The first gives $e=h(gck-b)/(1+gh)$. In the second, the terms containing $e$ and $b$ then combine to

$$ghc\,e+bhc=\frac{g^2h^2c^2k+bhc}{1+gh}.$$

Multiply the second equation by $12(1+gh)$ and collect $k$, using $ghc^2(1+gh)-g^2h^2c^2=ghc^2$:

$$12bhc=k\left[(1+gh)(1+gh^3)+12ghc^2\right].$$

Since $12c=6(1+h)$ and $12c^2=3(1+h)^2$, the bracket expands to $1+4gh+6gh^2+4gh^3+g^2h^4$. Hence $k=6bh(1+h)$ divided by this bracket, which is the stated result. The $yy$ balance is the same with all signs reversed. ∎

For small $h$ the correction factor is $1+(1-4g)h$. In the opposite limit, $h\gg1$ and $gh\gg1$, the change tends to $3BG_st_s/(G_f^2t_f^2)$. The film then strains almost freely, and the substrate acts as a thin layer pulling on one face. Its bending moment grows as $t_f$, but the film's bending stiffness grows as $t_f^3$, so the curvature change falls as $t_f^{-2}$.

## The clamp

A cantilever is held at $x=0$, where $w=\partial_xw=0$. This violates free bending near that end.

**Proposition 2.** For a thin film on a clamped strip, let angle brackets denote the average over the width, and let $\kappa_{ij}$ now mean the change between the two states. Then at every $x$

$$\langle\kappa_{xx}\rangle=(1-\nu_s)\Delta\kappa-\nu_s\langle\kappa_{yy}\rangle.$$

*Proof.* Vary the deflection by $\delta w=q(x)$ with $q(0)=q'(0)=0$. The energy changes by

$$\int q''(x)\int\left[D(\kappa_{xx}+\nu_s\kappa_{yy})-\tfrac12Bt_ft_s\right]dy\,dx .$$

At the minimum this vanishes for every $q''$, so the inner integral is zero at each $x$. Finally, $Bt_ft_s/(2D)=6Bt_f(1-\nu_s^2)/(E_st_s^2)=(1-\nu_s)\Delta\kappa$. ∎

At the clamp $w=0$ for all $y$, so $\kappa_{yy}=0$ and the average lengthwise change is reduced to $(1-\nu_s)\Delta\kappa$. Where the saddle has developed, $\kappa_{yy}=-\Delta\kappa$ and the full value returns. If this recovery takes a distance comparable to the width $W$, the fractional loss of end slope falls as $W/L$ for a long strip of length $L$.

In the middle of a plate much wider than it is long, $w$ does not depend on $y$. There $\kappa_{yy}=0$ throughout, and the factor $1+\nu_s$ in the theorem is replaced by $1-\nu_s^2$.

## Worked example

Take $B=8$ MPa (the same as 8 MJ/m³), $t_f=50$ nm, $t_s=100$ µm, $E_s=70$ GPa and $\nu_s=0.20$. The strip is 20 mm long and 5 mm wide. Then

$$\Delta\kappa=\frac{6(8\times10^6)(50\times10^{-9})(1.20)}{(70\times10^9)(10^{-4})^2}\ \text{m}^{-1}=\frac{2.88}{700}\ \text{m}^{-1}=4.11\ \text{km}^{-1},$$

equivalent to a radius of 243 m. The magnetic contributions to the curvature in the two states are $3.43$ and $-0.69$ km⁻¹. With free bending, the slope at the end changes by $\Delta\kappa L=82.3$ µrad and the deflection by $\Delta\kappa L^2/2=823$ nm.

If $B$ is inferred from this curvature change without the factor $1+\nu_s$, the result is 9.6 MPa, which is 20% above the true value.

**Film stiffness.** With $E_f=200$ GPa and a film Poisson ratio $\nu_f=0.30$, the shear moduli are 76.9 and 29.2 GPa. Proposition 1 then lowers $\Delta\kappa$ by 0.5%.

**Clamp.** Numerical minimisation of the plate energy with polynomial deflections gives, at the middle of the free end, a slope of 0.979 and a deflection of 0.968 times the free values. With the length doubled at fixed width, the slope ratio is 0.99. The loss has halved, from 2.1% to about 1%, as expected from the $W/L$ law. For a plate 12 times wider than long the slope ratio is 0.800, equal to $1-\nu_s$ at this precision.

**Temperature.** An equal biaxial film stress $\sigma$ bends the strip by $6t_f(1-\nu_s)\sigma/(E_st_s^2)$, from the combined formula with $\tau_{xx}=\tau_{yy}=\sigma$. If the film expands by 5 ppm/K more than the substrate, uniform heating changes its stress by $-E_f(5\times10^{-6}\ \text{K}^{-1})/(1-\nu_f)=-1.43$ MPa/K. The curvature changes by $-0.49$ km⁻¹ per kelvin. A drift of 1 K between the two readings therefore shifts the result by 12% of the signal.

**Field direction.** Suppose the in-plane magnetisation is $M_s=500$ kA/m and a field of 50 mT is tilted out of the plane by $1^\circ$, with normal component $b_z$. With magnetisation along $x$ and held exactly in the plane, the torque per area is $M_sb_zt_f$, and the bending moment per width is $M_sb_zt_f(L-x)$. For a narrow strip, the curvature is this moment times $12/(E_st_s^3)$. Integration gives an end slope $6M_sb_zt_fL^2/(E_st_s^3)$. Relative to $\Delta\kappa L$ this is

$$\frac{M_sb_zL}{Bt_s(1+\nu_s)}=0.9\%.$$

In practice the magnetisation tilts slightly towards the field, which makes the torque somewhat smaller. With magnetisation along $y$, the torque twists the strip instead. Separately, a misalignment of $5^\circ$ in each state reduces the signal by the factor $\cos10^\circ=0.985$.

**Residual stress.** A residual tension of 300 MPa gives a curvature of 103 km⁻¹, 25 times the signal, but its elastic effect cancels in the difference. The bow does tilt the free end by $0.12^\circ$, so even a perfectly aligned 50 mT field exerts a bending torque when the magnetisation is along $x$; this shifts the end slope by only 0.07% of the signal. Small-deflection theory needs the bow across the width to be small compared with the thickness. Here $\kappa W^2/t_s=0.026$, so the condition holds.

## Comparison with a real film

The parameters are rough values in the regime of polycrystalline nickel on a thin glass strip. They imply $\lambda_s=-35$ ppm, the sign and approximate size expected for nickel. The coefficient $B$ in the theorem is that of the film in its actual strain state, and it may differ from the bulk value.

Real films can depart from isotropy through crystal texture. For a cubic crystal the coupling stress, in crystal axes, is $\tau_{ij}=B_2a_ia_j+(B_1-B_2)a_i^2\delta_{ij}$, without summation in the last term. Consider a (001) film on the same isotropic substrate. With the strip along [100], a quarter turn changes the lengthwise stress by $B_1$. With the strip along [110], that stress is $(B_1+B_2)/2$ before the turn and $(B_1-B_2)/2$ after it, so the change is $B_2$. The trace is unchanged in both cases, and the theorem holds with $B$ replaced by $B_1$ or $B_2$.

For randomly oriented grains under equal strain, $B=(2B_1+3B_2)/5$. Of the five independent traceless strains, two couple through $B_1$ and three through $B_2$, and orientational averaging retains their mean. Rough nickel-like values $B_1=6$ MPa and $B_2=9$ MPa give 7.8 MPa, close to the value used here. Relative to this equal-strain average, a single-crystal (001) film would give a signal 23% lower with the strip along [100], and 15% higher with the strip along [110]. These percentages are estimates: in a real film the free surface lets differently oriented grains strain differently along the normal, which shifts the average. For these numbers, such complete crystal alignment or a temperature drift of 1 K matters more than film stiffness or the clamp. The ranking of alignment depends on $B_1$, whose published values for nickel scatter: with $B_1\approx9.4$ MPa and $B_2\approx10$ MPa the two deviations are only about $-4\%$ and $+3\%$, comparable with the clamp. The numerical output lists the values used.

## Computed results

```
INPUT magnetoelastic coefficient B = 8.0 MPa
INPUT film thickness = 50 nm
INPUT substrate thickness = 100 um
INPUT substrate Young modulus = 70 GPa
INPUT substrate Poisson ratio = 0.20
INPUT film Young modulus = 200 GPa
INPUT film Poisson ratio = 0.30
INPUT strip length = 20 mm, width = 5 mm
substrate shear modulus = 29.17 GPa
film shear modulus = 76.92 GPa
implied magnetostriction lambda_s = -34.7 ppm
thin-film curvature, M along = 3.429 1/km
thin-film curvature, M across = -0.686 1/km
MAIN curvature change = 4.114 1/km
MAIN as radius 1/(curvature change) = 243.1 m
free-bending end slope change = 82.3 urad
free-bending end deflection change = 823 nm
B inferred if 1+nu_s is forgotten = 9.60 MPa
film stiffness: full/thin-film ratio = 0.99525
clamp: end slope / free value = 0.9790
clamp: end deflection / free value = 0.9676
clamp: slope ratio, strip twice as long = 0.9894
clamp: slope ratio, width 12 lengths = 0.8001
INPUT misalignment of M in each state = 5 deg
misalignment factor = 0.9848
INPUT magnetisation = 500 kA/m
INPUT field = 50 mT, tilt = 1 deg
tilted-field torque slope / signal = 0.91 %
INPUT expansion mismatch = 5 ppm/K
thermal film stress, size per kelvin = 1.43 MPa/K
thermal curvature per kelvin = -0.490 1/(km K)
thermal curvature / signal = 11.9 % per K
INPUT residual film stress = 300 MPa
residual curvature = 102.9 1/km
flatness parameter, residual = 0.0257 (no unit)
flatness parameter, signal = 0.00103 (no unit)
INPUT cubic coefficients B1 = 6 MPa, B2 = 9 MPa
uniform-strain average over grains = 7.80 MPa
(001) crystal, strip on [100]: reads 6.00 MPa
(001) crystal, strip on [110]: reads 9.00 MPa
```
